\section*{Why heavily doped microcrystalline silicon can show an inverse Meyer-Neldel rule}

\section{What dimensions fix, and what they leave open}

Consider n-type microcrystalline silicon in which crystallites hold the electrons, while current must also cross disordered tissue. Let the crystallite conduction-band edge be the zero of energy and let the tissue conduct at a transport edge a height $D$ above it. If the electron density $n$ is fixed and the band is parabolic, the Fermi level $E_F$ can depend only on $n$, $kT$, $\hbar$ and the effective mass. These form one dimensionless number, $n/N_c$, where $N_c\propto T^{3/2}$ is the effective density of states. Hence $E_F=kT\,\eta(n/N_c)$.

The offset enters the conductivity as a separate factor $e^{-D/kT}$, which adds $D$ to every activation energy and nothing to any prefactor. The Meyer-Neldel energy, defined along a doping series by
\begin{equation}
E_{MN}=\frac{dE_a}{d\ln\sigma_0},
\end{equation}
must therefore be $kT$ times a function of $\eta$ alone. It cannot depend on $D$. Dimensions do not give its sign. The normal rule has $E_{MN}>0$: the prefactor $\sigma_0$ rises with the activation energy $E_a$. The inverse rule has $E_{MN}<0$.

\section{The prefactor records the thermal motion of the Fermi level}

The model is
\begin{equation}
\sigma=\sigma_M\exp\left[-\frac{D-E_F(n,T)}{kT}\right].
\label{sigma}
\end{equation}
It assumes metallic donors, so that $n$ does not change with temperature; $D$ and $\sigma_M$ independent of doping and temperature; $D-E_F$ well above $kT$; and tissue that is neither tunnelled through nor bypassed by a crystalline path.

With $\beta=1/kT$, an Arrhenius tangent has $E_a=-\partial\ln\sigma/\partial\beta$ and $\ln\sigma_0=\ln\sigma+\beta E_a$. Since $\beta\,\partial/\partial\beta=-T\,\partial/\partial T$,
\begin{align}
E_a&=D-E_F-\beta\frac{\partial E_F}{\partial\beta}
=D-E_F+T\frac{dE_F}{dT},\\
\ln\frac{\sigma_0}{\sigma_M}&=-\beta(D-E_F)+\beta E_a
=\frac1k\frac{dE_F}{dT}.
\label{pref}
\end{align}
The measured prefactor thus differs from $\sigma_M$ because $E_F$ moves with temperature.

To find that motion, define
\begin{equation}
F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}},
\qquad F_{-1/2}=F_{1/2}',\qquad F_{-3/2}=F_{1/2}'' .
\end{equation}
Then $n=N_cF_{1/2}(\eta)$. Differentiating at fixed $n$ and dividing by $N_c$ gives
\begin{equation}
0=\frac{3}{2T}F_{1/2}+F_{-1/2}\frac{d\eta}{dT}
\quad\Rightarrow\quad
T\frac{d\eta}{dT}=-\frac32G,\qquad G=\frac{F_{1/2}}{F_{-1/2}} .
\end{equation}
Since $E_F=kT\eta$, its derivative is $dE_F/dT=k\eta+kT\,d\eta/dT=k(\eta-\tfrac32G)$. Inserted above, the terms $\pm kT\eta$ cancel in $E_a$:
\begin{equation}
E_a=D-\tfrac32kT\,G(\eta),\qquad
\ln\frac{\sigma_0}{\sigma_M}=\eta-\tfrac32G(\eta).
\label{closed}
\end{equation}

\section{Why the rule is inverse}

Raise the doping at fixed $T$, so that $\eta$ rises by $d\eta$. By (\ref{sigma}), $\ln\sigma$ rises by $d\eta$. With $q=\tfrac32\,dG/d\eta$, equation (\ref{closed}) divides this gain into two parts:
\begin{equation}
-\frac{dE_a}{kT}=q\,d\eta,\qquad d\ln\sigma_0=(1-q)\,d\eta,
\qquad E_{MN}=-kT\,\frac{q}{1-q}.
\label{emn}
\end{equation}
If both parts are positive, the activation energy falls while the prefactor rises, which is the inverse rule. It remains to show that $0<q<1$. Differentiating $G$,
\begin{equation}
q=\frac32\left(1-\frac{FF''}{F'^2}\right),\qquad F\equiv F_{1/2}.
\end{equation}

\textbf{Lower bound.} Let $h(u)=1/(1+e^{-u})$, $C=2/\sqrt\pi$, and $h_i=h(\eta-x_i)$. Differentiating under the integral, or first integrating by parts, gives
\begin{equation*}
F=C\!\int\!\sqrt x\,h,\quad
F'=C\!\int\!\sqrt x\,h'=C\!\int\!\frac{h}{2\sqrt x},\quad
F''=C\!\int\!\frac{h'}{2\sqrt x},
\end{equation*}
with integrals over $x>0$. Use both forms of $F'$ in $F'^2$, write $h'=rh$ with $r(x)=1/(1+e^{\eta-x})$, and average the double integral with its copy in which $x_1$ and $x_2$ are exchanged:
\begin{align}
F'^2-FF''&=C^2\!\iint\frac{\sqrt{x_1}}{2\sqrt{x_2}}\,(r_1-r_2)h_1h_2\,dx_1dx_2\nonumber\\
&=\frac{C^2}{4}\iint\frac{(x_1-x_2)(r_1-r_2)}{\sqrt{x_1x_2}}\,h_1h_2\,dx_1dx_2>0 .
\end{align}
The sign follows because $r$ increases with $x$. Hence $q>0$.

\textbf{Upper bound.} Let $p(x)=h'(\eta-x)>0$. Integrating $F$ by parts gives $F=\tfrac{2C}{3}\int x^{3/2}p$, while $F'=C\int x^{1/2}p$ and $F''=\tfrac C2\int x^{-1/2}p$. The Cauchy-Schwarz inequality gives
\begin{equation}
F'^2=C^2\left(\int x^{1/2}p\right)^2
<C^2\int x^{3/2}p\int x^{-1/2}p=3FF'' .
\end{equation}
Thus $FF''/F'^2>1/3$ and $q<1$. Within the stated model the sign is negative at every doping level.

\section{The density of states behind the sign}

For a smooth density of states $g(E)$ and a degenerate gas, the leading Sommerfeld expansion is
\begin{equation}
n=\int^{E_F}g\,dE+\frac{\pi^2}{6}(kT)^2g'(E_F).
\end{equation}
At fixed $n$ its temperature derivative gives, to leading order,
\begin{equation}
\frac{dE_F}{dT}=-\frac{\pi^2}{3}k^2T\,(\ln g)'.
\end{equation}
Heating moves electrons from below $E_F$ to above it. Where $g$ grows with energy there are more states above, so $E_F$ must fall to keep $n$ fixed. In a parabolic band $(\ln g)'=1/(2E_F)$. The downward drift is therefore weaker when $E_F$ lies higher, and by (\ref{pref}) the prefactor is larger.

Put $L=\tfrac{\pi^2}{3}kT(\ln g)''$. Along the doping series $d\ln\sigma_0/dE_F=-L$ and $dE_a/dE_F=-1-kTL$, so
\begin{equation}
E_{MN}=kT+\frac1L .
\label{curv}
\end{equation}
Where this degenerate expansion holds, $|L|kT\ll1$ and the curvature of $\ln g$ decides the sign. For the parabolic band $(\ln g)''=-1/(2E_F^2)$ and
\begin{equation}
E_{MN}\simeq-\frac{6E_F^2}{\pi^2kT},\qquad
\ln\frac{\sigma_0}{\sigma_M}\simeq-\frac{\pi^2kT}{6E_F}.
\end{equation}
Only the leading part of $1/L$ in (\ref{curv}) is reliable: the next Sommerfeld order changes $1/L$ by an amount of order $kT$. For the parabolic band the correct next term is $+4.9\,kT$, not $+kT$, which gives $-3.64$ eV at 300 K and $E_F=0.40$ eV. The prefactor saturates at $\sigma_M$ deep in the band, and the inverse rule fades into a nearly constant prefactor. At 300 K and $E_F=0.40$ eV, equation (\ref{curv}) gives $-3.74$ eV against $-3.63$ eV from the full fixed-density calculation. At $E_F=90.7$ meV it gives about $-168$ meV against $-135$ meV, so (\ref{emn}) should be used at ordinary heavy doping.

Two other densities of states test this explanation. A convex gap density, $g\propto\cosh(E/w)$ with $w=0.2$ eV and $E_F$ 0.10 eV from its centre, gives $E_{MN}=+0.62$ eV, the normal sign. A flat band with $E_F=0.25$ eV above its edge gives $1/E_{MN}=-0.024$ eV$^{-1}$, against $-0.76$ eV$^{-1}$ for the parabolic band at the same $E_F$. Deep in the band, then, the effect nearly disappears without curvature.

Near the band edge it does not. A flat band has $n\propto kT\ln(1+e^\eta)$, and at the Fermi levels of the table below it gives local values of $E_{MN}$ from $-17.5$ to $-218$ meV, against $-17.1$ to $-135$ meV for the parabolic band. There the cutoff of states at the edge is enough to produce the inverse rule. The curvature argument explains the sign only in the degenerate limit.

In the opposite, nondegenerate limit put $z=e^\eta\ll1$. Then $F=z-2^{-3/2}z^2$, $F'=z-2^{-1/2}z^2$ and $F''=z-2^{1/2}z^2$, up to order $z^3$. Their ratio is $FF''/F'^2=1-2^{-3/2}z$, so $q=\tfrac32\,2^{-3/2}z$ and $E_{MN}\simeq-0.53\,kT\,z$. It tends to zero from below: $E_a$ stays at $D-\tfrac32kT$ while the prefactor follows $n$.

\section{How large the effect is}

Take $D=0.20$ eV, $\sigma_M=150$ S/cm and the silicon density-of-states mass $1.06\,m_e$. At 300 K, $kT=25.85$ meV. The tangent values are:
\begin{center}
\begin{tabular}{cccccc}
$n$ (cm$^{-3}$)&$E_F$ (meV)&$\eta$&$E_a$ (meV)&$q$&$E_{MN}$ (meV)\\
$3.0\times10^{19}$&12&0.47&147&0.40&$-17$\\
$5.0\times10^{19}$&32&1.23&137&0.55&$-31$\\
$7.0\times10^{19}$&47&1.81&128&0.65&$-47$\\
$1.0\times10^{20}$&65&2.53&116&0.75&$-75$\\
$1.5\times10^{20}$&91&3.51&95&0.84&$-135$
\end{tabular}
\end{center}
For $n=10^{20}$ cm$^{-3}$, for example, $q=0.745$ gives $E_{MN}=-25.85\times0.745/0.255\simeq-75.5$ meV, which agrees with the table within the rounding of $q$. The conductivity is $150\exp[-(200-65.3)/25.85]\simeq0.82$ S/cm.

Arrhenius lines fitted from 261 to 353 K miss $\ln\sigma$ by at most 0.009, so each sample looks singly activated. Over the series the fitted $E_a$ falls from 146 to 95 meV while $\sigma_0$ rises from 30 to 87 S/cm. At 300 K, $\ln\sigma$ rises by 3.04, of which 1.99 comes from the lower activation energy and 1.05 from the higher prefactor.

Regressing $\ln\sigma_0$ on $E_a$ gives $E_{MN}=-51$ meV with correlation coefficient $-0.95$. That number summarizes a curve: the local value changes eightfold across the series. A different doping range would give a different regression value without any change of mechanism.

\section{Effects that move the number}

The same series was refitted with one neglected effect restored at a time:
\begin{center}
\begin{tabular}{lcc}
Effect restored&$E_{MN}$ (meV)&$E_a$, first to last (meV)\\
none&$-51$&146 to 95\\
Gaussian band tail, 25 meV rms&$-60$&154 to 97\\
nonparabolicity, 0.5 eV$^{-1}$&$-48$&146 to 98\\
unscreened exchange&$-41$&167 to 133\\
full Fermi factor&$-56$&146 to 94\\
surface trap barrier&$-55$&152 to 96
\end{tabular}
\end{center}
The full Fermi factor replaces the exponential in (\ref{sigma}) by $1/(1+e^{(D-E_F)/kT})$, the result for a constant $\sigma_M$ above the edge. The trap barrier assumes $N_t=3\times10^{12}$ cm$^{-2}$ charges at a boundary, balanced by depletion of width $W=N_t/2n$ on each side. Its height in volts is $enW^2/2\varepsilon=eN_t^2/8\varepsilon n$, which falls from 5.8 to 1.2 mV over the series. Full depletion gives the smallest barrier that can balance this charge, because the space charge cannot exceed $en$. A barrier this low cannot in fact expel the electrons. Solving Poisson's equation with the electrons that remain gives a barrier of 22 to 13 mV and $E_{MN}=-45$ meV, a shift in the opposite direction. This row therefore shows only the response to a barrier of the assumed size.

Of the effects in the table, unscreened exchange changes the activation energies most. To first order, its free energy is half the sum of $f_k\Sigma(k)$. Differentiation at fixed $T$ removes the half by symmetry, so the shift $\mu_x$ of $E_F$ is the average of $\Sigma$ weighted by $\partial f/\partial\eta$. For an isotropic valley of mass $m_v$, let $k_T=\sqrt{2m_vkT}/\hbar$, $x=k/k_T$ and $Q=e^2/4\pi\varepsilon$. The angular integral of the Coulomb interaction gives
\begin{equation}
\Sigma=-\frac{Qk_T}{\pi x}\int_0^\infty x'f(x')\ln\left|\frac{x+x'}{x-x'}\right|dx' .
\end{equation}
Write $f(x')=\int_{x'^2}^\infty\rho(\mu')d\mu'$, with $\rho=\partial f/\partial\eta$ as a function of $\mu=x^2$. The $x'$ integral up to $b=\sqrt{\mu'}$, taken at $x=a=\sqrt\mu$, is $ab+\tfrac12(b^2-a^2)\ln|(a+b)/(a-b)|$. Its second term changes sign when $a$ and $b$ are exchanged and drops out of the average. With $I=\int\sqrt\mu\,\rho\,d\mu=\tfrac{\sqrt\pi}{2}F_{-1/2}$, the weighted sum is $-Qk_TI^2/2\pi$ and the total weight is $I/2$, so
\begin{equation}
\mu_x=-\frac{Qk_TI}{\pi}=-\frac{Qk_T}{2\sqrt\pi}F_{-1/2}(\eta).
\end{equation}
This runs from $-13$ to $-33$ meV over the series. It opposes the rise of $E_F$ and leaves only a 3 meV drop of $E_a$ in the first doping step, against 9 meV without it. The estimate omits screening, correlation and the attraction of the donors, so it shows the sensitivity, not a corrected material value.

A linear offset drift, $D(T)=D(300\,\mathrm K)-c(T-300\,\mathrm K)$, adds $c\times300$ K to the tangent $E_a$ and $c/k$ to $\ln\sigma_0$. With $c=0.1$ meV/K every prefactor grows by a factor of 3.2. If $c$ is common to all samples, $E_{MN}$ is unchanged.

\section{Comparison with real films}

The mass is that of silicon; the offset, densities, 5 nm tissue and 20 nm crystallites are rough choices for heavily doped films. Reported inverse Meyer-Neldel energies have magnitudes of roughly a few tens of meV, the scale found here, but that agreement does not identify the mechanism. The tissue thickness is on the large side, and the model is sensitive to it. Take a tunnelling mass of $0.3\,m_e$ and the highest doping. If the transmission is approximated by $e^{-2\kappa d}$ below the edge, with $\kappa$ the decay constant and $d$ the thickness, and by 1 above it, the one-way thermal flow below the edge is 0.16 of that above it at 5 nm, 1.4 at 3 nm and 8 at 2 nm. The net current at small voltage weights each energy by the Fermi function instead, which gives 0.15, 1.0 and 4.9. Including this current in the Arrhenius fits changes $E_{MN}$ from $-51$ to about $-45$ meV at 5 nm; at 3 nm the fitted $E_a$ shows almost no trend over the series with this transmission, and even the sign of the fitted value depends on whether the flow above the edge is written with the exponential of (\ref{sigma}) or with the Fermi function. The exact transmission of a square barrier with equal masses, which includes reflection above the edge, gives larger small-voltage ratios of 0.41, 6.7 and 28, and $E_{MN}\simeq-30$ meV at 5 nm. Even at 5 nm, then, tunnelling may change the number appreciably. With boundaries of 3 nm or less, equation (\ref{sigma}) no longer describes the current and the calculated $E_{MN}$ does not apply. A connected crystalline path defeats the model in the same way.

Two other assumptions are safer for these numbers. With a crystallite mobility of 30 cm$^2$/Vs, the crystallites add about 1\% to the tissue resistance at the highest doping, and including them moves the fitted $E_{MN}$ only to $-54$ meV. The empirical Mott criterion $n^{1/3}a=0.26$, with radius $a$ from a donor depth of 45 meV, gives $7\times10^{18}$ cm$^{-3}$, about a quarter of the lowest density used.

A doping-independent $D$ also requires that the tissue hold few uncompensated charged donors. If their density is 3\% of $n$, their field lowers the middle of a 5 nm layer by 22 meV relative to its faces at the highest doping. The electrons that balance them gather in the adjoining crystallites and lower the faces themselves by about 10 meV. With both shifts included by integrating the local resistivity across the layer, the fitted $E_{MN}$ becomes about $-66$ meV. The shift of the faces alone gives $-58$ meV, and lowering the whole edge to its mid-layer value gives $-76$ meV.

\section{What to do with a measured series}

Report the temperature window and doping range with any fitted $E_{MN}$. If $n$ can be measured independently, obtain $\eta$ from $n/N_c$ and make two plots instead of one. Under the assumptions of (\ref{sigma}), $E_a$ against $\tfrac32kTG$ has slope $-1$ and intercept $D$, while $\ln\sigma_0$ against $\eta-\tfrac32G$ has slope $+1$ and intercept $\ln\sigma_M$. This tests both halves of the mechanism, whereas a negative Meyer-Neldel slope tests only their ratio. The test needs an accurate $n$: for the series above, densities read 30\% too low change the first slope to about $-1.4$, and densities read 30\% too high change it to about $-0.8$. The second slope is less sensitive: it becomes about $+0.9$ and $+1.1$. Tunnelling also matters. With the exact square-barrier transmission used above, a 5 nm tissue gives slopes of about $-0.8$ and $+1.3$ even when $n$ is exact.

A shallower first plot need not rule the mechanism out: the unscreened exchange estimate reduces the total drop of $E_a$ from 51 to 34 meV, or a mean slope near $-0.7$, and it curves the plot: the local slope runs from about $-0.4$ to $-0.8$ over the series. The size of this change is uncertain. Static screening of the exchange returns the mean slope to about $-0.95$, while adding a static Coulomb-hole estimate of correlation makes it about $-0.4$ with Thomas-Fermi screening and about $-0.6$ with Lindhard screening. The fitted $E_{MN}$ is then $-59$ or $-33$ meV, and with Thomas-Fermi screening $E_a$ even rises in the first doping step. A common offset drift moves both intercepts but neither slope, so $D$ and $\sigma_M$ read from them are effective values. Boundary thickness and crystalline connectivity should be checked before either is assigned to the tissue. Most of the values quoted are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
temperature 300 K, kT = 25.85 meV
offset 0.20 eV, sigma_M 150 S/cm
density-of-states mass 1.060 m_e, eps_r 11.7
tangent at 300 K:
n(cm^-3) E_F(meV) eta E_a(meV) ln(s0/sM) q E_MN(meV)
3.0e+19 12.2 0.473 146.6 -1.591 0.398 -17.1
5.0e+19 31.9 1.232 137.4 -1.191 0.545 -31.0
7.0e+19 46.9 1.813 128.4 -0.956 0.645 -47.0
1.0e+20 65.3 2.527 115.5 -0.740 0.745 -75.4
1.5e+20 90.7 3.510 95.3 -0.539 0.839 -134.8
fits from 261 to 353 K:
n(cm^-3) E_a(meV) sigma_0(S/cm) sigma at 300 K(S/cm)
3.0e+19 146.4 30.1 0.105
5.0e+19 137.2 45.0 0.225
7.0e+19 128.2 57.0 0.401
1.0e+20 115.4 70.8 0.820
1.5e+20 95.2 86.7 2.191
largest misfit in ln sigma: 0.0087
regressed E_MN = -51.1 meV, r = -0.9525
E_MN shift, 150 to 300 nodes: 1.4e-13 meV
rise of ln sigma at 300 K over series: 3.037
  from E_a 1.985, from prefactor 1.052
E_F at band edge: q = 0.308, E_MN = -11.5 meV
q over eta -8 to 20: 1.78e-04 to 0.9958
E_F 0.40 eV in band: E_MN -3.628 eV, rule -3.737 eV
convex gap, cosh width 0.2 eV, E_F 0.10 eV from centre:
  E_MN 0.617 eV, rule 0.624 eV
1/E_MN at E_F 0.25 eV: flat -0.0236, parabolic -0.7577 per eV
offset drift 0.1 meV/K: sigma_0 times 3.19
tail rms 25 meV, nonparabolicity 0.5 /eV, traps 3e+12 cm^-2
effect put back: E_MN(meV), E_a first and last(meV)
  Gaussian tail: -60.3, 154.1, 96.7
  nonparabolic band: -48.0, 145.7, 98.0
  unscreened exchange: -41.0, 167.1, 133.4
  full Fermi factor: -56.2, 146.3, 93.8
  surface trap barrier: -54.8, 152.2, 96.3
E_a with exchange (meV): 167.1 163.8 158.6 149.5 133.4
exchange shift of E_F: -12.9 to -32.9 meV
trap barrier: 5.8 to 1.2 meV
tunnel/over-edge flow at top doping, mass 0.3 m_e:
  tissue 5 nm: 0.159
  tissue 3 nm: 1.412
  tissue 2 nm: 8.154
grain 20 nm, mobility 30 cm2/Vs: grain/tissue resistance 0.0122
donor depth 45 meV: Mott density 6.9e+18 cm^-3
\end{verbatim}
